# Why Film and Beam Need Different Raman Strain Coefficients in Silicon: test program

```python
"""Raman strain coefficients of the z-displacement optical phonon of silicon.

Result under test (light along z = [001], free top face, in-plane strain e):
  equal biaxial strain : b_bi  = w0*(Q - P*C12/C11)
  [100] uniaxial stress: b_uni = (w0/2)*(Q*(1-nu) - P*nu), nu = C12/(C11+C12)
  therefore b_uni/b_bi = (1-nu)/2 for every P and Q.
w0: unstrained wavenumber; P, Q, R: phonon deformation potentials / w0**2;
C11, C12, C44: elastic stiffnesses; shift = b*e.
All silicon inputs are rough typical values.
"""
import numpy as np
from scipy.optimize import fsolve

W0 = 520.0                         # cm^-1
P, Q, R = -1.85, -2.30, -0.70      # dimensionless
C11, C12, C44 = 166.0, 64.0, 80.0  # GPa
OBSERVED_SHIFT = -2.0              # cm^-1


def close(a, b, rel):
    return abs(a - b) <= rel * max(abs(a), abs(b))


# Derived formulas
nu = C12 / (C11 + C12)
b_bi = W0 * (Q - P * C12 / C11)
b_uni = 0.5 * W0 * (Q * (1 - nu) - P * nu)
b_along = 0.5 * W0 * (P - 2 * nu * Q)

# Road 1: full elastic solution and diagonalization of the phonon matrix
stiffness = np.zeros((6, 6))
stiffness[:3, :3] = C12
stiffness[range(3), range(3)] = C11
stiffness[range(3, 6), range(3, 6)] = C44


def strain_tensor(stress):
    """Stress order: xx, yy, zz, yz, xz, xy."""
    s = np.linalg.solve(stiffness, np.array(stress, float))
    return np.array([[s[0], s[5] / 2, s[4] / 2],
                     [s[5] / 2, s[1], s[3] / 2],
                     [s[4] / 2, s[3] / 2, s[2]]])


def phonon_shift(strain, axis):
    """Shift of the mode with the largest displacement along axis."""
    matrix = 2 * R * strain
    for i in range(3):
        matrix[i, i] = P * strain[i, i] + Q * (np.trace(strain) - strain[i, i])
    values, vectors = np.linalg.eigh(matrix)
    chosen = np.argmax(abs(vectors[axis]))
    return W0 * (np.sqrt(1 + values[chosen]) - 1)


def response(unit_stress, direction, axis=2):
    """Return strain coefficient, stress coefficient and modulus."""
    size = 0.01  # GPa
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    plus = strain_tensor(size * np.array(unit_stress))
    minus = strain_tensor(-size * np.array(unit_stress))
    d_shift = phonon_shift(plus, axis) - phonon_shift(minus, axis)
    d_strain = n @ (plus - minus) @ n
    return d_shift / d_strain, d_shift / (2 * size), 2 * size / d_strain


film, film_stress, M = response([1, 1, 0, 0, 0, 0], [1, 0, 0])
beam, beam_stress, E100 = response([1, 0, 0, 0, 0, 0], [1, 0, 0])
along, _, _ = response([1, 0, 0, 0, 0, 0], [1, 0, 0], axis=0)
beam110, beam110_stress, E110 = response([.5, .5, 0, 0, 0, .5], [1, 1, 0])
assert close(film, b_bi, 1e-6)
assert close(beam, b_uni, 1e-6)
assert close(along, b_along, 1e-6)
assert close(beam / film, (1 - nu) / 2, 1e-6)
assert close(film_stress, 2 * beam_stress, 1e-6)
assert close(M, E100 / (1 - nu), 1e-9)
assert close(beam110_stress, beam_stress, 1e-6)
assert close(beam110, b_uni * E110 / E100, 1e-6)

# Road 2: diamond lattice with Morse bonds and angle forces.
# Bond length is 1; energies are in arbitrary units.
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
PAIRS = np.triu_indices(4, 1)
BOND_K, MORSE_A = 8.0, 3.0
DEPTH = BOND_K / (2 * MORSE_A**2)


def bond_geometry(strain, u):
    d = BONDS * (1 + np.array(strain)) + np.array(u)
    r = np.linalg.norm(d, axis=1)
    return r, d / r[:, None]


def energy(strain, bend, u=(0, 0, 0)):
    r, n = bond_geometry(strain, u)
    cosines = (n @ n.T)[PAIRS]
    stretch = DEPTH * np.sum((1 - np.exp(-MORSE_A * (r - 1)))**2)
    return stretch + bend * np.sum((cosines + 1 / 3)**2)


def relax(strain, free, bend):
    """Minimize the energy over the strain components listed in free."""
    strain = np.array(strain, float)
    if not free:
        return strain

    def gradient(x):
        h, out = 1e-5, []
        base = strain.copy()
        base[free] = x
        for i in free:
            step = np.zeros(3)
            step[i] = h
            out.append((energy(base + step, bend)
                        - energy(base - step, bend)) / (2 * h))
        return out

    strain[free] = fsolve(gradient, np.zeros(len(free)), xtol=1e-10, epsfcn=1e-6)
    assert np.max(np.abs(gradient(strain[free]))) < 1e-9
    return strain


def z_curvature(strain, bend):
    h = 1e-3
    return (energy(strain, bend, (0, 0, h)) - 2 * energy(strain, bend)
            + energy(strain, bend, (0, 0, -h))) / h**2


def lattice_response(pattern, free, bend, size=1e-3):
    """Relative frequency slope and relaxed strain per unit imposed strain."""
    plus = relax(size * np.array(pattern), free, bend)
    minus = relax(-size * np.array(pattern), free, bend)
    w_plus = np.sqrt(z_curvature(plus, bend))
    w_minus = np.sqrt(z_curvature(minus, bend))
    w_zero = np.sqrt(z_curvature(np.zeros(3), bend))
    return (w_plus - w_minus) / (2 * size * w_zero), (plus - minus) / (2 * size)


lattice_rows = []
for bend in (0.5, 0.3):
    s = 1e-3
    c11 = (energy((s, 0, 0), bend) + energy((-s, 0, 0), bend)) / s**2
    c12 = (energy((s, s, 0), bend) - energy((s, -s, 0), bend)
           - energy((-s, s, 0), bend) + energy((-s, -s, 0), bend)) / (4 * s**2)
    n_lat = c12 / (c11 + c12)
    p_lat = 2 * lattice_response((0, 0, 1), [], bend)[0]
    q_lat = 2 * lattice_response((1, 0, 0), [], bend)[0]
    bi, e_bi = lattice_response((1, 1, 0), [2], bend)
    uni, e_uni = lattice_response((1, 0, 0), [1, 2], bend)
    wide, e_wide = lattice_response((1, 0, 0), [2], bend)
    assert close(e_bi[2], -2 * c12 / c11, 1e-3)
    assert close(e_uni[1], -n_lat, 1e-3) and close(e_uni[2], -n_lat, 1e-3)
    assert close(e_wide[2], -c12 / c11, 1e-3)
    assert close(bi, q_lat - p_lat * c12 / c11, 1e-3)
    assert close(uni, 0.5 * (q_lat * (1 - n_lat) - p_lat * n_lat), 1e-3)
    assert close(uni / bi, (1 - n_lat) / 2, 1e-3)
    assert close(wide, bi / 2, 1e-3)
    lattice_rows.append((n_lat, bi, uni, uni / bi, (1 - n_lat) / 2))


# Selection rule from a bond-polarizability model in a strained beam
def polarizability(u):
    r, n = bond_geometry((0.01, -0.003, -0.003), u)
    return np.einsum('b,bi,bj->ij', np.exp(r), n, n)


raman = []
for axis in range(3):
    step = np.zeros(3)
    step[axis] = 1e-4
    raman.append((polarizability(step) - polarizability(-step)) / 2e-4)
assert np.max(np.abs(raman[0][:2, :2])) < 1e-9
assert np.max(np.abs(raman[1][:2, :2])) < 1e-9
assert abs(raman[2][0, 1]) > 0.1
assert max(abs(raman[2][0, 0]), abs(raman[2][1, 1])) < 1e-9

# Worked example and sizes of neglected effects
strain_right = OBSERVED_SHIFT / b_uni
strain_wrong = OBSERVED_SHIFT / b_bi
stress_right = E100 * strain_right
stress_wrong = M * strain_wrong
assert close(stress_wrong, stress_right / 2, 1e-6)
full_shift = phonon_shift(strain_tensor([stress_right, 0, 0, 0, 0, 0]), 2)
heating_shift = -0.02 * 10.0  # rough slope in cm^-1/K times 10 K
P2, Q2 = -1.40, -1.90         # another rough plausible pair
b_bi2 = W0 * (Q2 - P2 * C12 / C11)
b_uni2 = 0.5 * W0 * (Q2 * (1 - nu) - P2 * nu)
bend = 0.5
large = relax((strain_right, 0, 0), [1, 2], bend)
secant = (np.sqrt(z_curvature(large, bend) / z_curvature(np.zeros(3), bend))
          - 1) / strain_right
tangent = lattice_response((1, 0, 0), [1, 2], bend)[0]

print(f"Unstrained wavenumber w0: {W0:.1f} cm^-1")
print(f"Deformation potentials P, Q, R: {P:.2f}, {Q:.2f}, {R:.2f} (no unit)")
print(f"Stiffnesses C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"C12/C11: {C12 / C11:.4f} (no unit)")
print(f"Film normal strain / in-plane strain: {-2 * C12 / C11:.4f} (no unit)")
print(f"Beam Poisson ratio nu: {nu:.4f} (no unit)")
print(f"Film coefficient b_bi: {b_bi:.1f} cm^-1 per unit strain")
print(f"Beam coefficient b_uni: {b_uni:.1f} cm^-1 per unit strain")
print(f"Film shift per 1% strain: {b_bi / 100:.2f} cm^-1")
print(f"Beam shift per 1% strain: {b_uni / 100:.2f} cm^-1")
print(f"Ratio b_uni/b_bi: {b_uni / b_bi:.4f} (no unit)")
print(f"Ratio b_bi/b_uni: {b_bi / b_uni:.3f} (no unit)")
print(f"Biaxial modulus M: {M:.1f} GPa")
print(f"Young modulus E100: {E100:.1f} GPa")
print(f"Film stress coefficient: {film_stress:.3f} cm^-1/GPa")
print(f"Beam stress coefficient: {beam_stress:.3f} cm^-1/GPa")
print(f"Observed shift: {OBSERVED_SHIFT:.2f} cm^-1")
print(f"Correct beam strain: {100 * strain_right:.3f} %")
print(f"Strain from film coefficient: {100 * strain_wrong:.3f} %")
print(f"Correct beam stress: {stress_right:.3f} GPa")
print(f"Stress from film coefficient and M: {stress_wrong:.3f} GPa")
print(f"Stress from film coefficient and E100: {E100 * strain_wrong:.3f} GPa")
print(f"Mode vibrating along beam: {b_along:.1f} cm^-1 per unit strain")
print(f"Its shift at the correct strain: {b_along * strain_right:.2f} cm^-1")
print(f"Wide-beam coefficient: {b_bi / 2:.1f} cm^-1 per unit strain")
print(f"Strain if beam is wide: {100 * OBSERVED_SHIFT / (b_bi / 2):.3f} %")
print(f"Young modulus E110: {E110:.1f} GPa")
print(f"[110] beam coefficient: {beam110:.1f} cm^-1 per unit strain")
print(f"Strain if beam is [110]: {100 * OBSERVED_SHIFT / beam110:.3f} %")
print(f"Rough shift from 10 K heating: {heating_shift:.2f} cm^-1")
print(f"False strain from 10 K heating: {100 * heating_shift / b_uni:.3f} %")
print(f"Strain error for 0.1 cm^-1: {100 * 0.1 / abs(b_uni):.3f} %")
print(f"Alternative P, Q: {P2:.2f}, {Q2:.2f} (no unit)")
print(f"Alternative b_bi: {b_bi2:.1f} cm^-1 per unit strain")
print(f"Alternative b_uni: {b_uni2:.1f} cm^-1 per unit strain")
print(f"Strain with alternative pair: {100 * OBSERVED_SHIFT / b_uni2:.3f} %")
print(f"Square-root correction to shift: {full_shift - OBSERVED_SHIFT:.4f} cm^-1")
print(f"Lattice-model nonlinear change of b_uni: {100 * (secant / tangent - 1):.2f} %")
for number, row in enumerate(lattice_rows, 1):
    print(f"Lattice {number}: nu {row[0]:.4f}, b_bi/w0 {row[1]:.4f}, "
          f"b_uni/w0 {row[2]:.4f} (no unit)")
    print(f"Lattice {number}: measured ratio {row[3]:.5f}, "
          f"(1-nu)/2 {row[4]:.5f} (no unit)")
print("checks complete")
```

It prints:

```
Unstrained wavenumber w0: 520.0 cm^-1
Deformation potentials P, Q, R: -1.85, -2.30, -0.70 (no unit)
Stiffnesses C11, C12, C44: 166, 64, 80 GPa
C12/C11: 0.3855 (no unit)
Film normal strain / in-plane strain: -0.7711 (no unit)
Beam Poisson ratio nu: 0.2783 (no unit)
Film coefficient b_bi: -825.1 cm^-1 per unit strain
Beam coefficient b_uni: -297.8 cm^-1 per unit strain
Film shift per 1% strain: -8.25 cm^-1
Beam shift per 1% strain: -2.98 cm^-1
Ratio b_uni/b_bi: 0.3609 (no unit)
Ratio b_bi/b_uni: 2.771 (no unit)
Biaxial modulus M: 180.7 GPa
Young modulus E100: 130.4 GPa
Film stress coefficient: -4.567 cm^-1/GPa
Beam stress coefficient: -2.284 cm^-1/GPa
Observed shift: -2.00 cm^-1
Correct beam strain: 0.672 %
Strain from film coefficient: 0.242 %
Correct beam stress: 0.876 GPa
Stress from film coefficient and M: 0.438 GPa
Stress from film coefficient and E100: 0.316 GPa
Mode vibrating along beam: -148.2 cm^-1 per unit strain
Its shift at the correct strain: -1.00 cm^-1
Wide-beam coefficient: -412.6 cm^-1 per unit strain
Strain if beam is wide: 0.485 %
Young modulus E110: 169.7 GPa
[110] beam coefficient: -387.5 cm^-1 per unit strain
Strain if beam is [110]: 0.516 %
Rough shift from 10 K heating: -0.20 cm^-1
False strain from 10 K heating: 0.067 %
Strain error for 0.1 cm^-1: 0.034 %
Alternative P, Q: -1.40, -1.90 (no unit)
Alternative b_bi: -707.3 cm^-1 per unit strain
Alternative b_uni: -255.3 cm^-1 per unit strain
Strain with alternative pair: 0.784 %
Square-root correction to shift: -0.0039 cm^-1
Lattice-model nonlinear change of b_uni: 0.80 %
Lattice 1: nu 0.2857, b_bi/w0 -1.6000, b_uni/w0 -0.5714 (no unit)
Lattice 1: measured ratio 0.35714, (1-nu)/2 0.35714 (no unit)
Lattice 2: nu 0.3636, b_bi/w0 -1.7143, b_uni/w0 -0.5455 (no unit)
Lattice 2: measured ratio 0.31818, (1-nu)/2 0.31818 (no unit)
checks complete
```
